# Constrained RPA and the Frequency-Dependent U of a Two-Band Chain

A correlated material is often described by a small model that keeps a few bands near the Fermi level, the target bands, and leaves out the rest. DFT+DMFT solves such a model with an on-site repulsion $U$. The bare Coulomb integral is too large for $U$, because the omitted electrons screen it. The fully screened interaction is too small, because part of its screening comes from the target electrons, and the model will produce that part itself. What is needed is an interaction screened by everything except the target electrons among themselves. The random-phase approximation (RPA) makes this definite, and the resulting $U$ depends on frequency.

Take a ring of $N$ cells, each with one $d$ orbital and one ligand $p$ orbital halfway to the next $d$ site. The orbitals do not overlap in density, so the interaction involves site densities alone and every quantity below is a $2\times2$ matrix in $a,b\in\{d,p\}$ for each wave number $q$. Energies and frequencies share one unit ($\hbar=1$), and $T=0$. With $\varepsilon_p=0$ and hopping $+t$ to the $p$ orbital of the same cell and $-t$ to that of the previous cell,
$$
H(k)=\begin{pmatrix}\varepsilon_d & h_k\\ h_k^* & 0\end{pmatrix},\quad h_k=t(1-e^{-ik}),\qquad
v(q)=\begin{pmatrix}U_{dd}&V(1+e^{-iq})\\ V(1+e^{iq})&U_{pp}\end{pmatrix}.
$$
Since $|h_k|^2=4t^2\sin^2(k/2)$, the bands are $\varepsilon_d/2\pm\sqrt{\varepsilon_d^2/4+4t^2\sin^2(k/2)}$. They are taken as given mean-field bands, so $v$ acts only on changes of density. Three electrons per cell fill the lower, $p$-like band and half of the upper one, which is the target.

Screening begins with the response of independent electrons to a potential $\phi e^{-izt}$, $\mathrm{Im}\,z>0$. The density matrix obeys $i\dot\rho=[H+\phi e^{-izt},\rho]$. Unperturbed, it is diagonal with occupations $f_n$ per spin, so $[\phi,\rho_0]_{mn}=\phi_{mn}(f_n-f_m)$. To first order,
$$
z\,\delta\rho_{mn}=(\varepsilon_m-\varepsilon_n)\delta\rho_{mn}+\phi_{mn}(f_n-f_m)
\;\Rightarrow\;
\delta\rho_{mn}=\frac{f_n-f_m}{z+\varepsilon_n-\varepsilon_m}\,\phi_{mn}.
$$
Let $\phi_a(R)=\phi_a e^{iqR}$ and let the Bloch states be $C_{an}(k)e^{ikR}/\sqrt N$. A state $n$ at $k$ couples only to states $m$ at $k+q$. With $M_a=C^*_{an}(k)\,C_{am}(k+q)$ the matrix element is $\phi_{mn}=\sum_b M_b^*\phi_b$, and the pair contributes $M_a e^{iqR}\delta\rho_{mn}/N$ to the density. Including a factor 2 for spin, $\delta n_a=\sum_bP_{ab}\phi_b$ with
$$
P_{ab}(q,z)=\frac2N\sum_{k,nm}\frac{f_{nk}-f_{m,k+q}}{z+\varepsilon_{nk}-\varepsilon_{m,k+q}}\,M_aM_b^* .
$$
Pairs with equal occupations drop out.

In RPA the electrons respond as independent particles to the total potential, which includes the Hartree potential of the density they displace. A test charge $n_{\rm ext}$ then gives $\phi=v\,n_{\rm ext}+v\,\delta n$ with $\delta n=P\phi$. Writing $\phi=W n_{\rm ext}$ defines the screened interaction,
$$
W=v+vPW .
$$
This omits vertex corrections, that is, exchange and correlation between the excited electron and hole, and it lets an electron feel its own density.

Each term of $P$ belongs to a pair of bands, so the sum can be divided. Let $P_d$ contain the pairs with both states in the target band and $P_r$ all others, including transitions between the target and the rest. The constrained interaction is screened by $P_r$ alone:
$$
W_r=v+vP_rW_r\quad\Rightarrow\quad W_r=(1-vP_r)^{-1}v .
$$
Because $\delta\rho_{mn}$ is proportional to $\phi_{mn}$, $W_r$ is the Hartree response obtained when the matrix elements of the perturbing potential between target states are deleted.

To relate the two interactions, put $P=P_r+P_d$ into the equation for $W$ and move the $P_r$ term to the left:
$$
(1-vP_r)W=v+vP_dW .
$$
Multiplication from the left by $(1-vP_r)^{-1}$ turns each $v$ on the right into $W_r$:
$$
W=W_r+W_rP_dW\quad\Rightarrow\quad W=(1-W_rP_d)^{-1}W_r .
$$
The inverse can be moved to the other side. Both products below equal $W_r-W_rP_dW_r$,
$$
(1-W_rP_d)\,W_r=W_r\,(1-P_dW_r),
$$
and multiplying by $(1-W_rP_d)^{-1}$ from the left and $(1-P_dW_r)^{-1}$ from the right gives
$$
W=W_r\,(1-P_dW_r)^{-1}.
$$
This is the meaning of the shorthand $W_r/(1-P_dW_r)$: for matrices the inverse stands on the right. The algebra uses no property of $P_d$ beyond $P=P_r+P_d$ and the existence of the inverses. The choice of target bands carries the physics, and if they cross other bands, a rule for separating them must be supplied first.

The equation for $W$ has the same form as the original one, with $v$ replaced by $W_r$ and $P$ by $P_d$. So $W_r$ is the bare interaction of the low-energy model, and RPA within that model restores the full $W$. Using $W$ as the model's interaction would count the target screening twice. This is a different matter from the double-counting correction to the orbital energies in DFT+DMFT, which removes interaction effects already contained in the DFT bands; the constraint does not supply it.

The on-site $U$ is the matrix element of $W_r$ for two charges in the same Wannier function $w$ of the target band. The second row of the eigenvalue equation, $h_k^*C_d=\varepsilon_k C_p$, gives for the upper band
$$
C_d=\frac{\varepsilon_k}{\sqrt{\varepsilon_k^2+|h_k|^2}},\qquad C_p=\frac{h_k^*}{\sqrt{\varepsilon_k^2+|h_k|^2}} .
$$
This phase choice is smooth in $k$, because $\varepsilon_k\ge\varepsilon_d>0$. With $w_a(R)=N^{-1}\sum_kC_a(k)e^{ikR}$, the Fourier transform of the Wannier density is
$$
\rho_a(q)=\sum_R e^{-iqR}|w_a(R)|^2=\frac1N\sum_kC_a^*(k)C_a(k+q),
$$
since the sum over $R$ selects pairs of wave numbers that differ by $q$. Inserting $W_r(R-R')=N^{-1}\sum_qe^{iq(R-R')}W_r(q)$ between two such densities gives
$$
U(z)=\frac1N\sum_q u(q,z),\qquad u(q,z)=\rho^\dagger(q)\,W_r(q,z)\,\rho(q).
$$

The frequency dependence follows from the structure of $P_r$. The lower band is full, so its internal pairs drop out. What remains are excitations from the lower band at $k$ to an empty target state at $k+q$, with energy $\Delta>0$, and their reversed partners. The first kind has $f_n-f_m=1$ and denominator $z-\Delta$. A reversed term has $f_n-f_m=-1$, with $n$ an empty target state at $k'$ and $m$ a lower state at $k'+q$. Choose $k'=-k-q$. Because $H(-k)=H(k)^*$, the energies are those of the first kind, the denominator is $z+\Delta$, and the product $M_aM_b^*$ is the same. The two terms add to
$$
\frac1{z-\Delta}-\frac1{z+\Delta}=\frac{2\Delta}{z^2-\Delta^2}.
$$
Let $\tau$ number the excitations at given $q$, let $D$ be the diagonal matrix of the $\Delta_\tau$, and let $m_{a\tau}=\sqrt{4\Delta_\tau/N}\,M_{a\tau}$. Then $P_r=mGm^\dagger$ with $G=(z^2-D^2)^{-1}$. Multiplying $W_r=v+vmGm^\dagger W_r$ by $m^\dagger$ and writing $K=m^\dagger vm$, one finds
$$
(1-KG)\,m^\dagger W_r=m^\dagger v,\qquad G\,m^\dagger W_r=G(1-KG)^{-1}m^\dagger v=(G^{-1}-K)^{-1}m^\dagger v,
$$
and therefore
$$
W_r=v+vm\,(z^2-D^2-K)^{-1}m^\dagger v .
$$
Diagonalizing the Hermitian matrix $D^2+K$, with eigenvalues $\Omega_s^2$ and eigenvectors $x_s$, and projecting on the Wannier density gives
$$
U(z)=U_{\rm bare}+\sum_s\frac{r_s}{z^2-\Omega_s^2},\qquad r_s=\frac1N\left|\rho^\dagger vm\,x_s\right|^2\ge0,
$$
where $s$ runs over the modes of all $q$, and $U_{\rm bare}$ is the same average with $v$ in place of $W_r$.

If $v(q)$ has no negative eigenvalue, neither has $K$, and no $\Omega_s$ lies below the lowest free excitation. On the imaginary axis $U(i\omega)=U_{\rm bare}-\sum_sr_s/(\omega^2+\Omega_s^2)$ then rises steadily from $U(0)$ to $U_{\rm bare}$: the rest electrons cannot follow a fast field. On the real axis, away from poles, $dU/d\omega=-2\omega\sum_sr_s/(\omega^2-\Omega_s^2)^2$ is negative for $\omega>0$. So $U(\omega)$ first falls below $U(0)$, as for an oscillator driven below resonance, and above the last pole it approaches $U_{\rm bare}$ from above. At large $\omega$,
$$
U(i\omega)\simeq U_{\rm bare}-\frac{\mathcal M}{\omega^2},\qquad \mathcal M=\sum_sr_s=\frac1N\sum_q\rho^\dagger vmm^\dagger v\rho ,
$$
where completeness of the $x_s$ has removed them, so $\mathcal M$ needs only the free excitations.

For numbers take $\varepsilon_d=3$, $t=1.5$, $U_{dd}=8$, $U_{pp}=4$ and $V=1$ eV, with $N=102$. Then $\det v=32-4\cos^2(q/2)>0$ in eV$^2$, so $v$ is positive. The lower band runs from $-1.85$ to $0$ eV and the target band from $3$ to $4.85$ eV. The sums over $k$ and $q$ are done explicitly.

At $q=\pi$ the matrices can be followed by hand. There $v_{dp}=V(1-1)=0$. Inversion about a $d$ site maps a $d$–$p$ cell separation $x$ to $1-x$, so $P_{dp}(q)=e^{-iq}P_{dp}(-q)$ for each part of $P$. At $q=\pi$, which is equivalent to $-\pi$, this makes $P_{dp}$ equal to its own negative, hence zero. The static $dd$ elements are $P_r=-0.02995$ and $P_d=-2.5223$ eV$^{-1}$, so
$$
W_r=\frac{8}{1+8\times0.02995}=6.454\ \text{eV},\qquad
W=\frac{6.454}{1+2.5223\times6.454}=0.374\ \text{eV}.
$$
Most of the screening in this element comes from the target band, whose excitations cost little energy. This $q$ is special: it connects the two Fermi points $k=\pm\pi/2$, so a state a distance $\kappa$ inside one is paired with an empty state a distance $\kappa$ outside the other, at an energy proportional to $\kappa$. The sum of $1/\kappa$ down to $\kappa\sim\pi/N$ makes $|P_d(\pi)|$ grow as $\ln N$, so these values of $P_d$ and $W$ belong to the 102-cell ring, and $W$ at $q=\pi$ tends to zero on an infinite chain. At other $q$ the matrices need not commute. On a six-cell ring at $q=\pi/3$, putting the inverse on the wrong side changes an element of the static $W$ by as much as 0.98 eV.

The Wannier function has total weight $\rho_d(0)=0.821$ on $d$ orbitals, summed over all cells. Since a sum of squares of non-negative weights cannot exceed the square of their sum, the $d$–$d$ part of the bare interaction, $U_{dd}\sum_R|w_d(R)|^4$, is at most $8\times0.821^2\approx5.4$ eV. Averaged over all $q$, the on-site values are
$$
U_{\rm bare}=5.71\ \text{eV},\qquad U(0)=4.86\ \text{eV},\qquad W(0)=0.89\ \text{eV}.
$$
Screening $W$ by $P_d$ a second time would lower it to 0.51 eV. With 50 cells $U(0)$ changes by less than 0.001 eV, but $W(0)$ becomes 0.93 eV, and with 1002 cells it is 0.85 eV, so the 102-cell value lies about 0.04 eV above the long-ring limit. Almost all of this size dependence has a source visible in the formulas: at $q=0$ a finite ring has no target pairs of unequal occupation, and that term of the average stays unscreened by the target. Replacing it by the term at the neighbouring $q$ gives 0.85 eV for 50, 102 and 1002 cells alike.

The interaction between neighbouring Wannier functions behaves differently: it grows from 0.194 eV bare to 0.231 eV constrained. This is allowed. At $z=0$ the pole form gives $v-W_r=vm(D^2+K)^{-1}m^\dagger v$, which has no negative eigenvalue. Its diagonal elements therefore cannot be negative, but the elements between different sites may have either sign.

On the 102-cell ring the free rest excitations lie between 4.12 and 6.71 eV (the lower edge tends to 4.10 eV on an infinite chain), and the poles of $U$, from numerical diagonalization of $D^2+K$, between 4.13 and 7.70 eV. Below them, $U(\omega)$ is 4.84, 4.77 and 4.62 eV at $\omega=1$, 2 and 3 eV. The highest mode at each $q$ forms a collective branch from 5.89 to 7.70 eV, which carries 86% of $\mathcal M$. On an infinite chain the average over $q$ merges the poles into continua. A finite ring imitates this if $z=\omega+i\eta$, here with $\eta=0.2$ eV, which gives in eV:

| $\omega$ | Re $U$ | Im $U$ |
|---|---|---|
| 5 | 3.95 | −0.84 |
| 7 | 4.08 | −3.07 |
| 8 | 9.22 | −1.55 |
| 10 | 6.52 | −0.07 |

Inside the pole range the negative imaginary part describes energy passed to the rest electrons. The rows at 5 and 7 eV lie in this range. The rows at 8 and 10 eV lie above the last pole, where the pole form makes $U$ real on the real axis: their imaginary parts are tails of the broadening and vanish as $\eta\to0$, and at 8 eV the real part then rises from 9.22 to roughly 10 eV. Above the poles $U$ is 5.94 eV at 15 eV and 5.73 eV at 50 eV, approaching the bare value from above.

On the imaginary axis, which many impurity solvers use, one effective pole can be fixed by matching $U(0)$ and the tail. The form $U_{\rm bare}-(U_{\rm bare}-U(0))\,\bar\Omega^2/(\bar\Omega^2+\omega^2)$ has the right tail if
$$
\bar\Omega^2=\frac{\mathcal M}{U_{\rm bare}-U(0)}=\frac{39.72\ \text{eV}^3}{0.8546\ \text{eV}}=46.5\ \text{eV}^2,\qquad\bar\Omega=6.82\ \text{eV}.
$$
At $\omega=5$ eV it gives 5.156 eV, against 5.166 eV from the full calculation. On a grid up to 60 eV its largest error is 0.010 eV, about 1% of the reduction $U_{\rm bare}-U(0)$. On the real axis a single pole cannot reproduce the broad absorption.

A model with one number $U$ makes further approximations. The identity for $W$ keeps the dependence of $M_a$ on $k$. If $M_a$ for target pairs is replaced by its average $\rho_a(q)$, then $P_d\to\rho P_0\rho^\dagger$, where $P_0(q)$ is the target sum with $M_a=1$. Projecting $W=W_r+W_rP_dW$ on $\rho$ then gives the scalar result $\rho^\dagger W\rho=u/(1-P_0u)$. Its static $q$ average is 0.884 eV, against 0.891 eV with the full matrices on the same ring. Replacing $u(q)$ by the on-site $U(0)$ as well gives 0.876 eV. The closeness concerns this one static quantity in this model.

Nor is a static $U$ automatically safe. $U(\omega)$ stays near $U(0)$ only well below the poles, and here $U(0)=4.86$ eV itself falls inside the pole region. That comparison alone does not fix the size of the error. Take an isolated site with charge $n$, bare energy $U_{\rm bare}\,n(n-1)/2$ and a coupling $g\,n(b+b^\dagger)$ to an oscillator $\bar\Omega\,b^\dagger b$ with $g^2=\mathcal M/(2\bar\Omega)$, which produces the one-pole form. Displacing the oscillator by $gn/\bar\Omega$ lowers the energy by $g^2n^2/\bar\Omega$, so $E_2+E_0-2E_1=U_{\rm bare}-\mathcal M/\bar\Omega^2=U(0)$ exactly. Retardation instead leaves only the fraction $e^{-g^2/\bar\Omega^2}=e^{-\mathcal M/(2\bar\Omega^3)}\approx0.94$ of the addition weight in the main line and moves the rest to satellites. Its effect with hopping included is not computed here. The same $U(0)$ is more than twice the target bandwidth of 1.85 eV, so RPA is not a trustworthy solution of the target model, and the small $W(0)$ should be read as an RPA result. Constrained RPA leaves that part of the problem to a better solver. It still relies on RPA for the screening by $P_r$, and the vertex corrections neglected there are not estimated here.
